# Stable Bias in Negative Differential Resistance: Load and Capacitance Conditions: test program

```python
"""Stable bias inside negative differential resistance (NDR).
Circuit: supply Vs, series load RL, device with parallel capacitance C.
Memoryless N-type resistor, slope r=dV/dI<0: stable iff RL < |r|.
Electrothermal S-type switch I(V,T): stable iff RL > |r| and
C < tau*(1/RL+g)/(a-1), where g=dI/dV at fixed T, G=I/V,
a=Rth*V*dI/dT at fixed V, tau=Rth*Cth, r=(1-a)/(g+a*G).
Rth, Cth: thermal resistance and heat capacity; T: device temperature.
SI units inside, energies of the conduction law in eV.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.optimize import brentq, minimize_scalar
from scipy.special import jnp_zeros

kB = const.k / const.e                 # eV/K
thickness, radius = 30e-9, 20e-9
area = np.pi * radius**2
Ea, eps_r, sigma0 = 0.30, 20.0, 5e5    # eV, 1, S/m
heat_density, kappa = 3e6, 1.0         # J/(m3 K), W/(m K)
Rth, ambient, T_op = 3e6, 300.0, 400.0
Cth = heat_density * area * thickness
tau = Rth * Cth
G0 = sigma0 * area / thickness
RL_good, RL_low = 10e3, 1.5e3
C_small, C_large = 50e-15, 1e-12
T_metal_rough = 1100.0


def lowering(V):
    """Poole-Frenkel barrier lowering in eV."""
    field = max(V, 0.0) / thickness
    return np.sqrt(const.e * field / (np.pi * const.epsilon_0 * eps_r))


def current(V, T):
    return V * G0 * np.exp(-(Ea - lowering(V)) / (kB * T))


def static_point(T, T0=ambient):
    power = (T - T0) / Rth
    V = brentq(lambda v: v * current(v, T) - power, 0.0, 5.0,
               xtol=1e-14, rtol=1e-13)
    return V, current(V, T)


def coefficients(T, T0=ambient):
    """Derived small-signal quantities V, I, g, a, r."""
    V, I = static_point(T, T0)
    g = I / V * (1 + lowering(V) / (2 * kB * T))
    a = Rth * V * I * (Ea - lowering(V)) / (kB * T**2)
    return V, I, g, a, (1 - a) / (g + a * I / V)


def numeric_slope(T, h=0.02):
    Vp, Ip = static_point(T + h)
    Vm, Im = static_point(T - h)
    return (Vp - Vm) / (Ip - Im)


def flow(V, T, RL, C, Vs, heat=Cth):
    I = current(V, T)
    return np.array([((Vs - V) / RL - I) / C,
                     (V * I - (T - ambient) / Rth) / heat])


def eigenvalues(T, RL, C, heat=Cth):
    """Eigenvalues of the numerically differentiated nonlinear flow."""
    V, I = static_point(T)
    Vs = V + I * RL
    hV, hT = 1e-5, 1e-3
    colV = (flow(V + hV, T, RL, C, Vs, heat)
            - flow(V - hV, T, RL, C, Vs, heat)) / (2 * hV)
    colT = (flow(V, T + hT, RL, C, Vs, heat)
            - flow(V, T - hT, RL, C, Vs, heat)) / (2 * hT)
    return np.linalg.eigvals(np.column_stack([colV, colT]))


def growth(T, RL, C):
    return eigenvalues(T, RL, C).real.max()


def C_limit(T, RL):
    V, I, g, a, r = coefficients(T)
    return tau * (1 / RL + g) / (a - 1)


def load_line_roots(RL, Vs, T0=ambient):
    def mismatch(T):
        V, I = static_point(T, T0)
        return V + I * RL - Vs
    grid = np.linspace(T0 + 0.3, 1500.0, 400)
    vals = [mismatch(T) for T in grid]
    return [brentq(mismatch, grid[i], grid[i + 1])
            for i in range(len(grid) - 1) if vals[i] * vals[i + 1] < 0]


def simulate(RL, C, kick, t_end, samples=20001):
    """Nonlinear motion after a temperature kick; time in ns inside."""
    V, I = static_point(T_op)
    Vs = V + I * RL
    times = np.linspace(0, t_end * 1e9, samples)
    sol = solve_ivp(lambda t, y: 1e-9 * flow(y[0], y[1], RL, C, Vs),
                    (0, times[-1]), [V, T_op + kick], method="LSODA",
                    t_eval=times, rtol=1e-8, atol=1e-10)
    assert sol.success
    return times, sol.y[0], sol.y[1]


# Memoryless N-type resistor: units V, mA, kOhm, pF, ns; C = 1 pF
def cubic(V):
    return V**3 - 3 * V**2 + 2.5 * V


slope_N = (cubic(1 + 1e-4) - cubic(1 - 1e-4)) / 2e-4
r_N = 1 / slope_N
rates_N = {}
for load in (1.0, 4.0):
    supply = 1 + load * cubic(1.0)
    sol = solve_ivp(lambda t, y: (supply - y) / load - cubic(y),
                    (0, 2), [1 + 1e-4], rtol=1e-10, atol=1e-13)
    rates_N[load] = np.log((sol.y[0, -1] - 1) / 1e-4) / 2
    assert abs(rates_N[load] + 1 / load + 1 / r_N) < 1e-3
    assert (rates_N[load] < 0) == (load < abs(r_N))

# Static curve: slope formula and threshold
for T in (320.0, 370.0, 400.0, 500.0):
    assert abs(numeric_slope(T) / coefficients(T)[4] - 1) < 1e-4
T_th = brentq(lambda T: coefficients(T)[3] - 1, 310.0, 400.0)
V_th, I_th = static_point(T_th)
top = minimize_scalar(lambda T: -static_point(T)[0],
                      bounds=(305.0, 450.0), method="bounded")
assert abs(top.x - T_th) < 0.05

# Both stability conditions against eigenvalues of the flow
for T in (370.0, 400.0, 450.0, 500.0):
    r_size = abs(numeric_slope(T))
    for fL in (0.5, 0.9, 1.1, 3.0):
        for fC in (0.3, 0.9, 1.1, 5.0):
            RL = fL * r_size
            C = fC * C_limit(T, RL)
            assert (growth(T, RL, C) < 0) == (fL > 1 and fC < 1)

V, I, g, a, r = coefficients(T_op)
G = I / V
RL_edge = brentq(lambda x: growth(T_op, x, 1e-15), 500.0, 20e3)
assert abs(RL_edge / abs(r) - 1) < 1e-4
C_max = C_limit(T_op, RL_good)
C_edge = brentq(lambda x: growth(T_op, RL_good, x), 1e-14, 1e-12,
                xtol=1e-20)
assert abs(C_edge / C_max - 1) < 1e-4
omega = np.sqrt((g + a * G - (a - 1) / RL_good) / (C_max * tau))
omega_num = abs(eigenvalues(T_op, RL_good, C_max).imag).max()
assert abs(omega_num / omega - 1) < 1e-4
C_source = tau * g / (a - 1)
C_any = tau * (1 / abs(r) + g) / (a - 1)
assert C_large > C_any
assert all(growth(T_op, x, C_large) > 0 for x in np.logspace(1, 7, 121))
assert growth(T_op, 1e12, 0.98 * C_source) < 0
assert growth(T_op, 1e12, 1.02 * C_source) > 0

# Fast thermal response: slow root is memoryless, fast root is unstable
for RL in (RL_low, RL_good):
    ev = eigenvalues(T_op, RL, C_small, heat=1e-5 * Cth)
    ev = ev[np.argsort(abs(ev))].real
    assert abs(ev[0] / (-(1 / RL + 1 / r) / C_small) - 1) < 1e-3
    assert abs(ev[1] / ((a - 1) / (1e-5 * tau)) - 1) < 1e-3

# Nonlinear motion for the loads and capacitances of the example
Vs_good, Vs_low = V + I * RL_good, V + I * RL_low
roots_good = load_line_roots(RL_good, Vs_good)
roots_low = load_line_roots(RL_low, Vs_low)
assert len(roots_good) == 1 and len(roots_low) == 3
t, v, temp = simulate(RL_good, C_small, 2.0, 100e-9)
T_return = temp[-1]
assert abs(T_return - T_op) < 1e-3
T_cold = simulate(RL_low, C_small, -2.0, 200e-9)[2][-1]
T_hot = simulate(RL_low, C_small, 2.0, 200e-9)[2][-1]
assert abs(T_cold - roots_low[0]) < 0.01
assert abs(T_hot - roots_low[2]) < 0.01
t, v, temp = simulate(RL_good, C_large, 2.0, 400e-9, 40001)
third, fourth = v[20000:30000], v[30000:]
swing = np.ptp(fourth)
assert swing > 0.02 and abs(np.ptp(third) / swing - 1) < 0.02
late_v, late_t = v[20000:], t[20000:]
mid = (late_v.max() + late_v.min()) / 2
ups = late_t[1:][(late_v[:-1] < mid) & (late_v[1:] >= mid)]
assert len(ups) >= 3
period = np.mean(np.diff(ups))

# Sizes of neglected effects
power = V * I
profile = power * thickness / (24 * kappa * area)
lateral = kappa / heat_density * (jnp_zeros(1, 1)[0] / radius)**2
field = V / thickness
wave = np.sqrt(2 * const.m_e * Ea * const.e) / const.hbar
tunnel = 4 * wave * Ea / (3 * field)
noise = np.sqrt(const.k * T_op**2 / Cth)
hot_roots = load_line_roots(RL_good, Vs_good, 358.0)
assert len(hot_roots) == 1
hot = coefficients(hot_roots[0], 358.0)
C_film = const.epsilon_0 * eps_r * area / thickness


def show(label, value, unit, digits=4):
    print(f"{label}: {value:.{digits}g} {unit}")


show("N-type test: |r|", abs(r_N), "kOhm")
show("N-type rate, load 1 kOhm, 1 pF", rates_N[1.0], "1/ns")
show("N-type rate, load 4 kOhm, 1 pF", rates_N[4.0], "1/ns")
show("Film thickness", thickness * 1e9, "nm")
show("Device diameter", 2 * radius * 1e9, "nm")
show("Activation energy Ea", Ea, "eV")
show("Relative permittivity", eps_r, "(no unit)")
show("Conductivity prefactor", sigma0 / 100, "S/cm")
show("Prefactor conductance G0", G0 * 1e3, "mS")
show("Heat capacity per volume", heat_density * 1e-6, "J/(cm3 K)")
show("Film thermal conductivity", kappa, "W/(m K)")
show("Thermal resistance Rth", Rth * 1e-6, "K/uW")
show("Heat capacity Cth", Cth * 1e15, "fJ/K")
show("Thermal time tau", tau * 1e9, "ns")
show("Ambient temperature", ambient, "K")
show("Threshold temperature", T_th, "K")
show("Threshold voltage", V_th, "V")
show("Threshold current", I_th * 1e6, "uA")
show("Operating temperature", T_op, "K")
show("Operating voltage V", V, "V")
show("Operating current I", I * 1e6, "uA")
show("Dissipated power", power * 1e6, "uW")
show("Barrier lowering", lowering(V), "eV")
show("Chord conductance G", G * 1e6, "uS")
show("Isothermal conductance g", g * 1e6, "uS")
show("Thermal feedback a", a, "(no unit)")
show("Differential resistance r", r / 1e3, "kOhm")
show("Load edge from eigenvalues", RL_edge / 1e3, "kOhm")
show("Chosen high load", RL_good / 1e3, "kOhm")
show("Supply for high load", Vs_good, "V")
show("C_max at high load", C_max * 1e15, "fF")
show("C edge from eigenvalues", C_edge * 1e15, "fF")
show("Frequency at C_max", omega / (2e9 * np.pi), "GHz")
show("C limit with current source", C_source * 1e15, "fF")
show("C above which no load works", C_any * 1e15, "fF")
show("Small capacitance", C_small * 1e15, "fF")
show("Final T, high load, small C", T_return, "K")
show("Chosen low load", RL_low / 1e3, "kOhm")
show("Supply for low load", Vs_low, "V")
show("Low load, cold final T", T_cold, "K")
show("Low load, hot final T", T_hot, "K")
show("Large capacitance", C_large * 1e15, "fF")
show("Oscillation voltage swing", swing, "V", 3)
show("Oscillation period", period, "ns", 3)
show("Oscillation peak T", temp[20000:].max(), "K", 3)
show("Rough metallic transition T", T_metal_rough, "K", 2)
show("Film's own capacitance", C_film * 1e15, "fF", 2)
show("Peak minus mean T in film", profile, "K", 2)
show("Filament growth without diffusion", (a - 1) / tau * 1e-9, "1/ns", 2)
show("Lateral heat smoothing rate", lateral * 1e-9, "1/ns", 2)
show("Mean field", field * 1e-8, "MV/cm", 3)
show("Field-tunnelling exponent", tunnel, "(no unit)", 2)
show("Thermal emission exponent", (Ea - lowering(V)) / (kB * T_op),
     "(no unit)", 3)
show("Thermal rms fluctuation", noise, "K", 2)
show("Time g*L for 1 nH wiring", g * 1e-9 * 1e12, "ps", 2)
show("358 K ambient: device T", hot_roots[0], "K")
show("358 K ambient: feedback a", hot[3], "(no unit)")
show("358 K ambient: slope r", hot[4] / 1e3, "kOhm", 3)
print("done: every assertion held")
```

It prints:

```
N-type test: |r|: 2 kOhm
N-type rate, load 1 kOhm, 1 pF: -0.5 1/ns
N-type rate, load 4 kOhm, 1 pF: 0.25 1/ns
Film thickness: 30 nm
Device diameter: 40 nm
Activation energy Ea: 0.3 eV
Relative permittivity: 20 (no unit)
Conductivity prefactor: 5000 S/cm
Prefactor conductance G0: 20.94 mS
Heat capacity per volume: 3 J/(cm3 K)
Film thermal conductivity: 1 W/(m K)
Thermal resistance Rth: 3 K/uW
Heat capacity Cth: 0.1131 fJ/K
Thermal time tau: 0.3393 ns
Ambient temperature: 300 K
Threshold temperature: 351.1 K
Threshold voltage: 0.8847 V
Threshold current: 19.26 uA
Operating temperature: 400 K
Operating voltage V: 0.841 V
Operating current I: 39.64 uA
Dissipated power: 33.33 uW
Barrier lowering: 0.08985 eV
Chord conductance G: 47.13 uS
Isothermal conductance g: 108.6 uS
Thermal feedback a: 1.524 (no unit)
Differential resistance r: -2.906 kOhm
Load edge from eigenvalues: 2.906 kOhm
Chosen high load: 10 kOhm
Supply for high load: 1.237 V
C_max at high load: 135 fF
C edge from eigenvalues: 135 fF
Frequency at C_max: 0.266 GHz
C limit with current source: 70.27 fF
C above which no load works: 293 fF
Small capacitance: 50 fF
Final T, high load, small C: 400 K
Chosen low load: 1.5 kOhm
Supply for low load: 0.9004 V
Low load, cold final T: 338.8 K
Low load, hot final T: 690.5 K
Large capacitance: 1000 fF
Oscillation voltage swing: 0.834 V
Oscillation period: 17.2 ns
Oscillation peak T: 2.64e+03 K
Rough metallic transition T: 1.1e+03 K
Film's own capacitance: 0.0074 fF
Peak minus mean T in film: 33 K
Filament growth without diffusion: 1.5 1/ns
Lateral heat smoothing rate: 2.8 1/ns
Mean field: 0.28 MV/cm
Field-tunnelling exponent: 40 (no unit)
Thermal emission exponent: 6.1 (no unit)
Thermal rms fluctuation: 0.14 K
Time g*L for 1 nH wiring: 0.11 ps
358 K ambient: device T: 472.6 K
358 K ambient: feedback a: 1.317 (no unit)
358 K ambient: slope r: -1.06 kOhm
done: every assertion held
```
